Why Kohn-Sham conductance is right at zero temperature but misses Coulomb blockade

**What goes wrong**

Take a quantum dot with one electron on its level and give a Kohn-Sham calculation the exact occupation. At 4 K, for the dot treated below, its transmission predicts 62 μS. The interacting model gives 4 μS. The occupation is exact, so the error lies elsewhere. One might discard Kohn-Sham transmission altogether, but at zero temperature the same recipe gives the exact conductance. To see which ingredient fails, the contributions to the conductance must be separated: the phase shift fixed by the occupation, the thermal averaging of a resonance, and the changes that interaction makes in the spectrum.

**The model and its current**

A level of energy v holds up to two electrons, with repulsion U between them:

H = v(n↑ + n↓) + U n↑n↓ + Σ ε_k c†c + Σ t_α(c†d + d†c).

The last two sums run over the leads α = L, R, their states k and spin. In the algebra ħ = e = k_B = 1, and energies are measured from the Fermi energy. The leads have a constant density of states ρ per spin and no band edges. Then Γ_α = 2πρt_α², and the leads add −iΓ/2 to the level's retarded self-energy, with Γ = Γ_L + Γ_R. The coupling is symmetric: Γ_L = Γ_R = Γ/2.

The equation of motion of c gives the particle current per spin from lead α into the level:

J_α = −dN_α/dt = −2t_α Σ_k Im⟨c_k†d⟩.

This average is the equal-time value of the lesser function G^<_dk(t,t′) = i⟨c_k†(t′)d(t)⟩. Since the leads do not interact, the time-contour function is a product: G_dk = t_α 𝒢g_k, where 𝒢 belongs to the level and g_k to the isolated lead. For a contour product AB, subtracting the backward branch from the forward one gives

(AB)^< = (A^r + A^<)B^< − A^<(B^< − B^a) = A^rB^< + A^<B^a.

The superscripts r and a mean retarded and advanced. The lead sums are Σt_α²g^< = iΓ_αf_α and Σt_α²g^a = iΓ_α/2, where f_α is the Fermi function of lead α. Write Im 𝒢^r = −πA and 𝒢^< = iN. Then

J_α = 2 Re ∫(dω/2π)[iΓ_αf_α𝒢^r + iΓ_α𝒢^</2]
= Γ_α ∫dω[f_αA − N/2π].

Here A is the level's exact spectral function per spin, with unit area. In a steady state J_L = −J_R, so J = (J_L − J_R)/2. For equal couplings N cancels:

J = (Γ/4)∫dω (f_L − f_R)A.

With chemical potentials ±V/2, f_L − f_R = −f′V to first order. Two spins double the current. The conductance unit is G0 = 2e²/h = 1/π in these units, because h = 2π. Therefore

G/G0 = (πΓ/2)∫dω (−f′)A.  (1)

Interaction enters through A, taken at equilibrium.

**First contribution: the phase fixed by occupation**

At T = 0, −f′ is a delta function, and (1) needs only A(0). The retarded function is

𝒢(ω) = 1/[ω − v − Σ(ω) + iΓ/2].

I assume a nonmagnetic ground state, reached continuously from U = 0. Then Im Σ(0) = 0: an electron at energy ω can decay only into two electrons and a hole that share ω, and the number of such final states vanishes as ω².

The occupation is n = 2∫_{−∞}^{0}A dω, an integral over all filled energies. To reduce it to a Fermi-energy quantity, differentiate ln 𝒢⁻¹. As Γ is constant,

∂_ω ln 𝒢⁻¹ = 𝒢(1 − ∂_ωΣ), so 𝒢 = ∂_ω ln 𝒢⁻¹ + 𝒢∂_ωΣ.

The last term contributes nothing to n. Retarded functions are analytic in the upper half-plane, and 𝒢∂_ωΣ falls fast enough there to turn the path onto the imaginary axis:

Im∫_{−∞}^{0}𝒢∂_ωΣ dω = −Re∫_0^∞ dy 𝒢(iy)Σ′(iy) = −½∫_{−∞}^{∞}dy 𝒢(iy)Σ′(iy).

The second equality uses the fact that the values at −iy are complex conjugates of those at iy. Now Σ is the derivative with respect to 𝒢 of the Luttinger-Ward functional, the sum of closed interaction diagrams built from 𝒢. Shifting every frequency of one spin by the same amount leaves each diagram unchanged: the interaction is instantaneous and conserves each spin, so the shift is absorbed in the integration variables. Its first-order change must vanish:

0 = ∫dy Σ(iy)∂_y𝒢(iy) = −∫dy 𝒢(iy)∂_yΣ(iy).

The partial integration has no end terms because 𝒢 vanishes at large |y| and Σ stays finite. At y = 0, 𝒢 jumps, but Σ is continuous because Im Σ(0) = 0, so the jump is properly included. The argument needs continuous imaginary frequencies. At T > 0 they are discrete, and an infinitesimal shift is not available.

The remaining logarithm gives

n/2 = −(1/π)[arg 𝒢⁻¹(0) − arg 𝒢⁻¹(−∞)].

Let ε* = v + Σ(0). The imaginary part of 𝒢⁻¹ stays positive, so its argument goes from π to π/2 + arctan(2ε*/Γ) without winding. Hence

n/2 = 1/2 − (1/π)arctan(2ε*/Γ), or 2ε*/Γ = cot(πn/2).  (2)

Since A(0) = (Γ/2π)/(ε*² + Γ²/4), equation (1) becomes

G/G0 = (Γ/2)²/[ε*² + (Γ/2)²] = 1/[1 + cot²(πn/2)] = sin²(πn/2).  (3)

The Kohn-Sham level v_s is noninteracting, has the same Γ, and is chosen to reproduce n. It obeys (2) with v_s in place of ε*. The arctangent is monotonic, so v_s = ε*. The phase shift and the conductance agree. The spectra need not: v_s carries one Lorentzian, whereas the true A may have further structure away from ω = 0, which T = 0 linear conductance does not sample.

"Exact Kohn-Sham" here means exact for the level occupation of this model. An approximate functional that gives a wrong occupation n′ gives the conductance sin²(πn′/2), which is wrong too unless n′ happens to equal 2 − n.

**Second contribution: thermal averaging of the Kohn-Sham resonance**

At T > 0, let v_s reproduce the exact thermal n. Expand f = 1/2 − TΣ_k 1/(ω − iω_k), with ω_k = (2k+1)πT and the terms paired symmetrically. Integrating against the Lorentzian A_s gives

n/2 = 1/2 + 2TΣ_{k≥0} Re 1/(iω_k − v_s + iΓ/2)
= 1/2 + (1/π) Im Σ_{k≥0} 1/(k+z),

z = 1/2 + (Γ/2 + iv_s)/(2πT).

The second line uses Re 1/(ia − v_s) = Im 1/(a + iv_s), with a = ω_k + Γ/2, and then a + iv_s = 2πT(k+z). The digamma function ψ(z) contains the same sum with a minus sign and a real constant, so

n = 1 − (2/π)Im ψ(z).  (4)

Moving v_s shifts the Lorentzian rigidly, so ∂n/∂v_s = 2∫f′A_s dω. Comparison with (1) gives

G_s/G0 = −(πΓ/4)∂n/∂v_s = Γ Re ψ′(z)/(4πT).  (5)

When T → 0, ψ′(z) → 1/z and (5) returns (3). At any T, G_s depends on n, Γ and T; U enters only through n.

In the middle of the valley, v = −U/2, even that dependence disappears. Exchanging electrons and holes (d → d†, with c → −c† and the lead energies reversed) turns v into −v − U and n into 2 − n. At v = −U/2 the Hamiltonian is unchanged, so n = 1 at every temperature. Then (4) gives v_s = 0: the Kohn-Sham resonance sits at the Fermi energy, whatever U is. Temperature can average this resonance, but it cannot open a gap in it.

**Third contribution: the blockaded spectrum**

Consider Γ ≪ T, at temperatures where real, sequential hops dominate. The level is then nearly isolated. Adding a spin-up electron costs v if the spin-down state is empty and v+U if it is full. Splitting d↑ into d↑(1 − n↓) + d↑n↓ gives these peaks the weights 1 − n/2 and n/2, so

G/G0 = (πΓ/2)[(1 − n/2)(−f′(v)) + (n/2)(−f′(v+U))].  (6)

The Kohn-Sham system has one peak. With n/2 = f(v_s) and −f′ = f(1−f)/T,

G_s/G0 = (πΓ/2T)(n/2)(1 − n/2).

At v = −U/2 the true peaks lie at ∓U/2. Since −f′(ω) = 1/[4T cosh²(ω/2T)],

G/G0 = πΓ/[8T cosh²(U/4T)], G_s/G0 = πΓ/(8T),

G_s/G = cosh²(U/4T).  (7)

For T ≫ U the ratio tends to one: the blockade has melted and the Kohn-Sham value is right again. As T falls below about U/4 the ratio grows quickly. It does not grow without limit, because (6) omits virtual hops.

The occupation misses the blockade because it averages A with f, while conductance averages it with −f′. One peak at the Fermi energy and two peaks placed symmetrically about it both hold one electron, but the window −f′ sees a large weight in the first case and a small one in the second. At T = 0 the Luttinger argument ties the two averages together; at T > 0 it does not apply.

**Fourth contribution: virtual hops and recovery on cooling**

In mid-valley an electron can cross through a virtual empty or doubly occupied level, each costing U/2. The two amplitudes have size t²/(U/2). When the electron's spin flips, both paths lead to the same final state, and their sizes add to 4t²/U; without a flip only one path is open. With ρt² = Γ/4π, the dimensionless amplitude is Γ/(πU), and the corresponding transmission is

4π²[Γ/(πU)]² = 4(Γ/U)²,

for the spin-flip channel, in units of e²/h. Each of the two channels without a flip has half the amplitude and adds (Γ/U)², so to this order G/G0 = (4 + 1 + 1)(Γ/U)²/2 = 3(Γ/U)². This power of Γ/U survives when the thermal factor in (7) has become negligible. On further cooling, repeated spin-flip scattering raises the conductance: this is the Kondo effect. Equation (3) requires the rise to end at G0 for n = 1. The zero-temperature result and blockade at higher temperature are therefore compatible; they lie on opposite sides of the Kondo scale.

**The contributions weighed in a dot**

The example is a gate-defined dot in a monolayer WSe2 channel, with U = 20 meV and Γ = 2 meV. Spin-orbit splitting leaves a lowest pair of states, one in each valley with opposite spins; they play the part of the model's two spins.

The interacting values come from the numerical renormalization group. The leads, with a half-band of 200 meV, become a chain whose hoppings fall by about √3 per site; it is diagonalized site by site, keeping about 300 low states. Conductance follows from (1), summed over the many-body states. For U = 0, v = 1 meV and T = 1 and 4 K, this procedure differs from (5) by at most 0.005 in G/G0. With interaction, at v = −2 meV, shifting the energy mesh or widening the band tenfold moves G/G0 by up to 0.007 and n by about 0.002, so the third digits below are uncertain.

First, near T = 0, at three gate settings:

v = −10 meV: n = 1.000, G/G0 = 0.996; sin²(πn/2) = 1.000
v = −2 meV: n = 0.743, G/G0 = 0.850; sin²(πn/2) = 0.846
v = 0: n = 0.408, G/G0 = 0.359; sin²(πn/2) = 0.357

The first row is at 0.3 mK, the others at 20 mK. The phase shift can also be read from the lowest one-electron excitation of the chain, without using n. It gives 1.000, 0.849 and 0.360.

Next, the same settings at 4 K, where kT = 0.345 meV:

v = −10 meV: v_s = 0, G/G0 = 0.054, G_s/G0 = 0.804
v = −2 meV: v_s = 0.43 meV, G/G0 = 0.386, G_s/G0 = 0.740
v = 0: v_s = 1.33 meV, G/G0 = 0.400, G_s/G0 = 0.414

In mid-valley, thermal averaging of the Kohn-Sham resonance removes 1 − 0.804 = 0.196 of G0. The interaction effects missing from that resonance remove another 0.804 − 0.054 = 0.750, nearly four times as much. With G0 = 77.5 μS, the conductances are 62.3 and 4.1 μS, a ratio of 15.

At v = −2 meV, (2) gives a cold Kohn-Sham level of (Γ/2)cot(πn/2) = 0.43 meV, the same to two digits as at 4 K. The level hardly moves, yet the true conductance more than halves. At v = 0 the Kohn-Sham value is only a few percent above the interacting one, a gap about twice the numerical uncertainty. The failure is thus greatest, among these settings, in the valley.

Finally, mid-valley against temperature:

40 K: G/G0 = 0.066, G_s/G0 = 0.196
4 K: 0.054, 0.804
1 K: 0.084, 0.978
0.1 K: 0.211, 1.000
0.01 K: 0.606, 1.000
0.0003 K: 0.996, 1.000

Interpolation puts half conductance at 16 mK. At 4 K sequential hops are negligible, and the lowest-order result 3(Γ/U)² = 0.030 supplies a little over half of the computed 0.054; the rest comes from higher orders in Γ, among them the start of the Kondo rise. At 40 K, U/4T = 1.45 and (7) would give a ratio of 5.1, but the computed one is 3.0. Its condition Γ ≪ T is not met, since Γ/kT = 0.58.

A much weaker coupling, Γ = 0.02 meV, at kT = 3 meV meets that condition. There (7) gives 7.5 and the numerical ratio is 8.0, 7% higher. Virtual hops would add conductance and lower the ratio, so they do not explain the excess. It comes from the discarded states: with 750 states kept the ratio settles at 7.44, whether the hoppings fall by √3 or by √5 per site. That is 1% below (7), the sign and size expected of virtual hops.

**What a static level leaves out**

Exchanging the leads reverses V but leaves n unchanged, so n has no term linear in V, and neither does the level potential needed to reproduce it. To reproduce the current as well, the Kohn-Sham system needs a second quantity, an exchange-correlation bias V_xc:

I = G_s(V + V_xc) = GV, so V_xc/V = G/G_s − 1.  (8)

At T = 0 it vanishes. In the regime of (7) it is 1/cosh²(U/4T) − 1 = −tanh²(U/4T) in mid-valley. For the dot at 4 K it is 0.0535/0.8043 − 1 = −0.93: the Kohn-Sham electrons must feel only 7% of the applied bias. Equation (8) defines what is missing but does not predict it; that requires the true G or an approximation for V_xc.

At fixed U, Γ and T, n falls steadily with v, so n does determine v and hence G. The information is present in the occupation. The Kohn-Sham transmission formula is simply not the map that extracts it at T > 0.

**How far the dot resembles the model**

All device values here are rough. For radius R = 15 nm, a gate d = 3 nm away and hBN permittivity ε_r = 3.5, the parallel-plate formula U = e²d/(ε0ε_rπR²) gives 22 meV, near the chosen 20 meV. This formula spreads the charge evenly and ignores the field at the rim. The lowest orbital of a hard-wall disc is concentrated near the centre, and with its image charge in the gate it gives about 30 meV. Both figures hold the two electrons in fixed charge clouds. Since this repulsion far exceeds the 3.8 meV orbital spacing estimated below, the electrons avoid each other: diagonalizing two electrons in 27 disc orbitals (|m| ≤ 4, three radial states each) gives an addition energy of only about 7 meV, with a weight of about 0.6 on the doubly filled lowest orbital. A dot with U = 20 meV would have to be smaller than 15 nm. The assumed Γ is large; weakly coupled dots can have widths of 0.1 meV or less.

The single-orbital assumption is the weakest. A hard-wall disc with an isotropic mass of 0.4 electron masses has its next orbitals 3.8 meV higher. In an isolated dot at 4 K their thermal weight would be only about 4 × 10⁻⁵. Coupling to the leads matters far more: if all orbitals couple equally and the repulsion is taken as a constant 20 meV, virtual hops put roughly 0.06 to 0.09 electrons into them, to lowest order in Γ and depending on the depth of the lead band. Their virtual amplitude relative to the lowest orbital is then about 10/(10 + 3.77) = 0.73. These figures are only indicative, since in the correlated disc the next two-electron states lie about 1 meV above the lowest. The upper spin-split pair, left out of the model, adds virtual paths too. How much all these paths change the valley conductance depends on their number and on the signs of their couplings, so 4 μS is at best an order of magnitude, and only for a dot whose addition energy really is 20 meV. At 40 K, kT is 3.4 meV and the one-orbital value describes the model alone.

Unequal barriers multiply both G and G_s by 4Γ_LΓ_R/Γ², provided the total Γ is held fixed. This follows from combining the lead currents as (Γ_RJ_L − Γ_LJ_R)/Γ, which again cancels N. A 2:1 imbalance gives 0.89; a stronger one lowers the conductance further but leaves the ratio G_s/G unchanged. Real leads also have band edges. If only the lower spin-split pair of bands is filled, 4 × 10¹² electrons per cm² give a Fermi energy E_F of 24 meV above the band bottom; if the upper pair fills too, E_F is lower. The part of a resonance at the Fermi energy lying below the bottom, Γ/(2πE_F), is only about 1%. But a bottom so near also pushes the level down. For a constant density of states reaching E_t above the Fermi energy, the shift is (Γ/2π)ln(E_t/E_F), or 0.7 meV for E_t = 200 meV. A change of gate voltage can compensate for it, but the values of v listed above should not be read as absolute level positions in a device.
